# Shortest useful plating pulse: double-layer charging and its first correction

## Definitions and conventions

A metal cathode in an electrolyte carries a double layer, which stores charge like a capacitor of capacitance \(C\) per unit area. A source switches on a constant cathodic current density \(i\) at \(t=0\). The overpotential \(\eta\) is counted positive in the cathodic direction and starts at zero. Part of the current charges the layer; the rest, the faradaic current \(i_F\), deposits metal. Let \(V\) be the steady overpotential, at which \(i_F=i\).

The example has \(i=100\) mA/cm², \(V=0.200\) V and \(C=20\) µF/cm², a rough typical value for a smooth metal in water. The temperature is 298.15 K.

"Useful" needs a definition. Here a pulse is useful if \(i_F\) nearly reaches \(i\) before the pulse ends and at least about half of the pulse charge deposits metal during the pulse.

## Leading estimate

If all the current charged the layer, \(C\,d\eta/dt=i\) would give \(\eta=it/C\), and \(V\) would be reached at

\[
t_c=\frac{CV}{i}=\frac{(20\ \mathrm{µF/cm^2})(0.200\ \mathrm V)}{0.100\ \mathrm{A/cm^2}}=40\ \mathrm{µs}.
\]

In reality deposition begins before \(V\) is reached, and it slows the charging. The kinetics decide what \(t_c\) means.

## Charge balance with deposition

Take a univalent ion, symmetric Butler–Volmer kinetics, no side reaction, constant \(C\) and an unchanged ion concentration at the surface. The forward and reverse rates then carry opposite exponents of equal size:

\[
i_F=i_0\left(e^{\eta/b}-e^{-\eta/b}\right)=2i_0\sinh\frac{\eta}{b},\qquad b=\frac{2kT}{e}=51.39\ \mathrm{mV}.
\]

Here \(i_0\) is the exchange current density. Define

\[
x=\frac{\eta}{b},\qquad p=\frac Vb=3.892,\qquad \tau=\frac{Cb}{i}=\frac{t_c}{p}=10.28\ \mathrm{µs}.
\]

The steady condition \(i=2i_0\sinh p\) fixes \(i_0=2.04\) mA/cm². Dividing the balance \(C\,d\eta/dt=i-i_F\) by \(i\) gives

\[
\tau\frac{dx}{dt}=1-u,\qquad u=\frac{i_F}{i}=\frac{\sinh x}{\sinh p}.
\]

To separate the variables, set \(A=(p+x)/2\) and \(B=(p-x)/2\). Then \(\sinh p-\sinh x=2\cosh A\sinh B\). Since \(A+B=p\), also \(\cosh p=\cosh A\cosh B+\sinh A\sinh B\). Division gives

\[
\frac{\cosh p}{\sinh p-\sinh x}=\frac12\left(\coth B+\tanh A\right)=\frac{d}{dx}\ln\frac{\cosh A}{\sinh B}.
\]

The last step uses \(dA/dx=\tfrac12\) and \(dB/dx=-\tfrac12\). Because \(dt/\tau=\sinh p\,dx/(\sinh p-\sinh x)\), integration from \(x=0\), where \(A=B=p/2\), yields

\[
\frac{t}{\tau\tanh p}=\ln\left[\tanh\frac p2\,\frac{\cosh A}{\sinh B}\right].
\]

## Large overpotential and the first correction

Let \(\varepsilon=e^{-p}\) and \(q=e^{-x}\). Then \(e^A=(\varepsilon q)^{-1/2}\) and \(e^B=(q/\varepsilon)^{1/2}\), so

\[
\cosh A=\frac{1+\varepsilon q}{2\sqrt{\varepsilon q}},\qquad
\sinh B=\frac{q-\varepsilon}{2\sqrt{\varepsilon q}},\qquad
\tanh\frac p2=\frac{1-\varepsilon}{1+\varepsilon}.
\]

The solution becomes

\[
\frac{t}{\tau\tanh p}=\ln\left[\frac{1-\varepsilon}{1+\varepsilon}\,\frac{1+\varepsilon q}{q-\varepsilon}\right].
\]

We want the time at which the metal current has a given fraction \(u\). The definition of \(u\) reads \(q^{-1}-q=u(\varepsilon^{-1}-\varepsilon)\). For \(\varepsilon\ll u\) its solution is

\[
q=\frac{\varepsilon}{u}\left[1-\varepsilon^2\left(\frac1{u^2}-1\right)+\cdots\right],
\qquad
q-\varepsilon\simeq\varepsilon\,\frac{1-u}{u}.
\]

Now expand each factor through first order in \(\varepsilon\). The factor \((1-\varepsilon)/(1+\varepsilon)\) contributes \(-2\varepsilon\) to the logarithm. The factor \(1+\varepsilon q\) contributes order \(\varepsilon^2\), and \(\tanh p=1-2\varepsilon^2+\cdots\) also enters at second order. With \(\ln(1/\varepsilon)=p\) and \(\tau p=t_c\),

\[
\boxed{\,t(u)=t_c+\tau\ln\frac{u}{1-u}-2\tau e^{-V/b}+O(\tau p\,e^{-2V/b})\,}
\]

for fixed \(u\) between 0 and 1. At leading order, \(t_c\) is the moment when half the applied current deposits metal, and \(\tau\) sets the width of the changeover: the rise from 10% to 90% takes about \(2\tau\ln9=4.4\tau\). In the example this is 45 µs, slightly longer than \(t_c\), so the changeover is gradual. For \(u\gg\varepsilon\), the correction term \(-2\tau\varepsilon\) makes the time slightly earlier. It has two equal parts. With the forward reaction alone, \(u=e^{x-p}\), and integrating \(dt/\tau=dx/(1-u)\) from \(x=0\) gives \(t=t_c+\tau\ln[u/(1-u)]+\tau\ln(1-\varepsilon)\), a shift of about \(-\tau\varepsilon\). The reverse reaction lowers \(i_F\) early in the pulse, so the layer charges faster; this supplies the other \(-\tau\varepsilon\).

For \(u=1/2\) the logarithm vanishes. With \(\varepsilon=e^{-3.892}=0.0204\),

\[
t(1/2)\simeq40.0-2(10.28)(0.0204)=39.58\ \mathrm{µs}.
\]

Direct numerical integration of the charge balance also gives 39.58 µs. For \(u=0.9\), the formula gives \(40.0+22.6-0.4=62.2\) µs, against 62.1 µs from the full solution.

The expansion weakens when \(u\) is not large compared with \(\varepsilon\). At \(u=0.1\) it gives 17.0 µs, against 17.5 µs. The next term in \(q\) multiplies \(q-\varepsilon\) by \(1-\varepsilon^2(1+u)/u^2\). This delays the time by about \(\tau\varepsilon^2(1+u)/u^2=0.5\) µs, which accounts for the difference.

## The opposite limit

If \(V\ll b\), then \(\sinh x\simeq x\) and \(\sinh p\simeq p\). The balance becomes \(\tau\,dx/dt=1-x/p\), with solution

\[
u=\frac xp=1-e^{-t/(\tau p)}=1-e^{-t/t_c}.
\]

The layer now charges like a capacitor with a parallel resistor. The scale is still \(t_c\), but half current comes at \(t_c\ln2\), and at \(2t_c\) the metal current is 86% of \(i\). A changeover much shorter than \(t_c\) therefore needs \(V/b\) well above 4.4, more than the example has, while the scale \(CV/i\) survives in both limits.

## How much metal is deposited during the pulse

Integrating the charge balance over a pulse of length \(T\) gives \(C\eta(T)=iT-\int_0^T i_F\,dt\). The share of the pulse charge that deposits metal before switch-off is therefore

\[
\phi(T)=1-\frac{C\eta(T)}{iT}>1-\frac{t_c}{T}.
\]

The inequality holds because \(\eta\) rises towards \(V\) without reaching it in finite time. To find the correction, invert the boxed result:

\[
u(T)\simeq\frac1{1+e^{-L}},\qquad L=\frac{T-t_c}{\tau}+2\varepsilon.
\]

Since \(x=-\ln q\simeq p+\ln u\), we have \(\eta(T)\simeq V-b\ln(1+e^{-L})\). Substitution, with \(Cb/i=\tau\), gives

\[
\phi(T)\simeq1-\frac{t_c}{T}+\frac{\tau}{T}\ln\left(1+e^{-L}\right).
\]

This approximation requires \(u(T)\gg\varepsilon\). For much shorter pulses it fails, and the exact relation \(\phi=1-C\eta(T)/(iT)\) must be used. At \(T=t_c\), \(L=2\varepsilon\) and \(\ln(1+e^{-2\varepsilon})\simeq\ln2-\varepsilon\). Thus \(\phi\simeq(0.693-0.020)/3.892=17.3\%\): such a pulse mainly charges the layer. At \(T=2t_c\), the last term is 0.0025, roughly \(e^{-p}/(2p)\), so \(\phi\simeq50.2\%\), and the final metal current is 98% of \(i\). For a pulse that starts from rest, both conditions for a useful pulse are then met:

\[
T_{\min}\simeq2t_c=80\ \mathrm{µs}=0.080\ \mathrm{ms}.
\]

As an order of magnitude, this is 0.1 ms. The factor 2 holds for symmetric kinetics with \(V/b\) of about 3 or more. At \(2t_c\) the metal current is 96% of \(i\) for \(V/b=3\), 91% for \(V/b=2\) and 86% for \(V\ll b\), where reaching 95% takes \(3t_c\). A cathodic transfer coefficient of 0.3 instead of 0.5, at the same \(V\), lowers the 98% of the example to 92%. A stricter demand, that 90% of the charge deposit during the pulse, requires \(10t_c=400\) µs.

## What happens after switch-off

The charge in the double layer is not lost if the circuit is opened. The balance is then \(C\,d\eta/dt=-i_F\), and its integral down to \(\eta=0\) is \(\int i_F\,dt=C\eta(T)\). After an 80 µs pulse, 3.98 µC/cm² is stored, and the same amount deposits metal later. This conclusion requires open circuit and no side reaction; a source that pulls the stored charge back out would change it.

In scaled form, \(\tau\,dx/dt=-\sinh x/\sinh p\). Since \(\int dx/\sinh x=\ln\tanh(x/2)\), the time for the metal fraction to fall from \(u_0\) to \(u_1\) is

\[
t_{\rm off}=\tau\sinh p\,\ln\frac{\tanh(x_0/2)}{\tanh(x_1/2)}.
\]

Use \(\ln\tanh(x/2)=-2(q+q^3/3+\cdots)\), the expansion of \(q\) above, and \(\sinh p=(1-\varepsilon^2)/(2\varepsilon)\). The cubic terms combine as \(-1+\tfrac13=-\tfrac23\), giving

\[
t_{\rm off}\simeq\tau\left(\frac1{u_1}-\frac1{u_0}\right)-\frac23\tau\varepsilon^2\left(\frac1{u_1^3}-\frac1{u_0^3}\right).
\]

For \(u_0=0.981\) and \(u_1=0.0981\), a fall to one tenth, the first term is 94.3 µs and the correction is \(-3.0\) µs. Their sum, 91.3 µs, compares with 91.5 µs from the full expression. The final decay is exponential, with time constant \(\tau\sinh p=252\) µs.

The consequence appears in pulse trains with the same peak current, 100 mA/cm², and the same mean, 10 mA/cm². With 1 µs on and 9 µs off, the metal current varies between 9.5 and 10.5 mA/cm²: deposition is nearly steady. With 80 µs on and 720 µs off, it varies between 0.45 and 98.3 mA/cm². Too short a pulse loses the high instantaneous rate, while the mean deposition is unchanged in this model. With shorter pauses the layer stays partly charged, and shorter pulses can suffice. In a train with 60 µs on and 60 µs off, 67% of the pulse charge deposits metal during the pulse, and the metal current reaches 98% of \(i\).

## Depletion of ions

Charging sets a lower limit on pulse length; diffusion sets an upper one. Take a still solution in which a supporting salt carries most of the current, so that the metal ions reach the surface by diffusion alone. Let the surface consume them at the rate \(J=i/F\) per area, where \(F\) is the charge per mole of electrons. Removing a unit amount per area at time \(t'\) lowers the surface concentration at \(t\) by \(1/\sqrt{\pi D(t-t')}\). This is the spreading Gaussian, doubled because the wall reflects it. Adding the contributions gives

\[
\Delta c=J\int_0^t\frac{dt'}{\sqrt{\pi D(t-t')}}=2J\sqrt{\frac{t}{\pi D}}.
\]

Setting \(\Delta c=c\) gives the Sand time \(t_S=\pi D(Fc/2i)^2\). For \(c=0.50\) mol/L and \(D=10^{-5}\) cm²/s, it is 1.83 s. An 80 µs pulse from rest depletes the surface by at most \(\sqrt{80\ \mathrm{µs}/1.83\ \mathrm s}=0.7\%\). The Nernst shift of the equilibrium potential, \((kT/e)\ln[c/(c-\Delta c)]\), is then at most about 0.17 mV, and the forward rate at a given electrode potential falls by at most the same 0.7%. Constant surface concentration is therefore a good approximation for this pulse. A long train also needs enough stirring to supply its mean current.

## Comparison with a real bath

The parameters are illustrative values for plating a univalent metal with fairly slow kinetics from a concentrated aqueous bath. A particular bath needs its own measured \(V\) or \(i_0\). The capacitance is also uncertain. At fixed \(i\) and \(V\), the range 10 to 50 µF/cm² moves \(2t_c\) from 40 to 200 µs. Real deposits break the assumption of a smooth surface. Roughness can raise both \(C\) and \(i_0\) per projected area. The larger \(i_0\) lowers \(V\) at fixed \(i\), so doubling both raises the half-current time by about 60% instead of 100%. Adsorption can also raise the effective \(C\), but only if it is fast enough to follow the potential during the pulse. Kinetics also matter: for \(V\gg b\), a tenfold smaller \(i_0\) at fixed \(i\) raises \(V\) by \(b\ln10=0.12\) V, and \(t_c\) by about 60%. Fast kinetics can change the estimate much more: with \(i_0=200\) mA/cm² at the same \(i\) and \(C\), \(V\) is only 13 mV and \(t_c\) is 2.5 µs.

Other changes are smaller, with \(i\) and \(V\) held fixed as the steady values. The half-current time of 39.6 µs becomes 38.6 µs if \(C\) rises linearly from 15 to 25 µF/cm² during charging, and 39.7 µs with the steeper reverse branch of a divalent ion. A voltage source behind a bath resistance of 25 Ω cm², with the overpotential of the counter electrode neglected, gives 37.7 µs, because its initial current is \(2.70/25=108\) mA/cm². These three shifts are at most about 5% of the base value. The voltage source behaves almost like a current source only because the ohmic drop of 2.5 V is much larger than \(V\). With the same steady \(i\) and \(V\), a resistance of 5 Ω cm² gives 31.7 µs and 1 Ω cm² gives 18.0 µs. In a two-electrode cell, an anode with the same kinetics and capacitance would roughly double the shift for the voltage source at 25 Ω cm². The source must also switch on in a time short compared with \(t_c\).

The whole 80 µs pulse carries 8.0 µC/cm². Against a rough monolayer charge of 240 µC/cm², this is 0.03 of an atomic layer. The estimate therefore concerns the timing of the current; it does not predict nucleation or grain size. The numerical output lists the remaining pulse lengths and input values.

## Computed results

```
Applied current density: 100 mA/cm2
Steady overpotential: 0.200 V
Double-layer capacitance: 20 uF/cm2
Temperature: 298.15 K
Kinetic voltage b: 51.39 mV; p = V/b: 3.892
Exchange current density: 2.04 mA/cm2
Charge to fill layer: 4.00 uC/cm2
Charging time t_c: 40.0 us
Changeover time tau: 10.28 us
Shortest useful pulse 2 t_c: 80.0 us = 0.080 ms
Time to 10% metal current: 17.5 us
Time to 50% metal current: 39.6 us
Time to 90% metal current: 62.1 us
Time to 99% metal current: 86.7 us
Largest error of logistic current fraction: 0.0200
Pulse: length/t_c, length us, final metal current %, charge share %
   0.5    20.0   12.62    5.10
   1.0    40.0   51.02   17.26
   2.0    80.0   98.09   50.25
   5.0   200.0  100.00   80.00
  10.0   400.0  100.00   90.00
Stored charge after 2 t_c: 3.980 uC/cm2
Later deposited charge: 3.980 uC/cm2
Discharge constant: 251.8 us
Off-time to 10% metal current: 91.5 us
Train: on us, off us, min, max, mean metal current mA/cm2
  1.0 9.0 9.54 10.49 10.00
  80.0 720.0 0.45 98.29 10.00
  400.0 3600.0 0.00 100.00 10.00
C = 10 uF/cm2: t_c = 20 us, 2 t_c = 40 us
C = 50 uF/cm2: t_c = 100 us, 2 t_c = 200 us
Half-current time, base model: 39.58 us
  C rising from 15 to 25 uF/cm2: 38.61 us
  voltage source with resistance: 37.69 us
  divalent reverse branch: 39.71 us
Bath conductivity: 0.2 S/cm; gap: 5.0 cm
Bath resistance: 25.0 ohm cm2
Ohmic voltage: 2.50 V
Ion concentration: 0.50 mol/L
Ion diffusivity: 1.0e-05 cm2/s
Sand time: 1.83 s
Surface depletion bound after 2 t_c: 0.66 %
Concentration voltage bound: 0.171 mV
Rough surface site density: 1.5e+15 per cm2
Rough monolayer charge: 240 uC/cm2
Total charge of 2 t_c pulse: 8.00 uC/cm2
Monolayers per 2 t_c pulse: 0.033
```
